# Why p-type grids suppress contact leakage in junction-barrier Schottky diodes

## Definitions and conventions

A junction-barrier Schottky (JBS) diode is a Schottky diode whose n-type layer contains p+ walls connected to the contact metal. Let $x$ run along the contact, with $x=0$ midway between two walls, and let $y$ run down into the semiconductor. The walls occupy $x=\pm a$, $0<y<d$. They repeat with period $2a$, are thin, and do not deplete. Walls of finite width are treated below.

The n-layer has donor density $N$ and permittivity $\varepsilon$, and is fully depleted down to $y=W$, with $W-d$ larger than $a$. Define $G=qN/\varepsilon$, with $q>0$ the elementary charge. The potential $\varphi$ is zero at the contact interface. The walls sit at $-\delta$ with $\delta>0$: they share the metal's Fermi level, but in p+ material this level lies near the valence band. The neutral layer below $W$ is at $+V$, where $V$ is the reverse bias plus the built-in voltage.

The contact field is $F(x)=\partial\varphi/\partial y$ at $y=0$. When $F>0$, the electron energy $-q\varphi$ falls into the semiconductor and the barrier is thinned. Fields are quoted in MV/cm; 1 MV/cm is 100 V/µm.

What follows is the emission current of the contact. Junction leakage, defects and avalanche are left out.

## The plain diode

Without walls, $\varphi''=-G$ and $\varphi'(W)=0$ give $\varphi'=G(W-y)$. Integrating from 0 to $W$ gives $V=GW^2/2$, so the contact field is

$$F_p=GW=\sqrt{2GV}.$$

The full field of the drift layer ends on the metal. The walls offer the field lines another place to end.

## Shielding of the deep field

Below the walls, the lines $x=\pm a$ are mirror lines, so one cell $|x|<a$ suffices. With $z=x+iy$, the function $s=\sin(\pi z/2a)$ maps the cell onto the upper half-plane. The contact becomes $-1<s<1$, and on $x=\pm a$ one has $s=\pm\cosh(\pi y/2a)$. The conductors therefore fill $|s|<C$, with

$$C=\cosh\frac{\pi d}{2a},$$

and the mirror lines fill $|s|>C$. A second map, $\sin\zeta=s/C$ with $\zeta=\xi+i\eta$, turns this into a half-strip $|\xi|<\pi/2$, $\eta>0$, with all conductors on its base and the mirror lines on its sides.

Hence $h=(2a/\pi)\eta$ is harmonic, vanishes on the conductors and respects the mirrors. At large depth $\sin\zeta\simeq\frac i2e^{-i\zeta}$, and likewise for $s$, so $\zeta\simeq\pi z/2a-i\ln C$ and

$$h\to y-\ell,\qquad \ell=\frac{2a}{\pi}\ln C .$$

So $h$ is the response to a unit deep field. Differentiating $\sin\zeta=s/C$ gives $d\zeta/dz=(\pi/2a)\cos(\pi z/2a)/(C\cos\zeta)$. Since $\partial\eta/\partial y=\mathrm{Re}\,d\zeta/dz$, on the contact

$$\frac{\partial h}{\partial y}=\frac{\cos\theta}{\sqrt{C^2-\sin^2\theta}},\qquad \theta=\frac{\pi x}{2a}.$$

At the centre this is $1/C$, which tends to $2e^{-\pi d/2a}$ for deep walls. The ratio of wall depth to opening controls the shielding.

## Donors between the walls and the wall potential

Donors in the channel also send field lines to the contact. To weight them, take

$$P=-\frac{1}{2aC}\,\mathrm{Im}\cot\zeta .$$

On the base $\zeta$ is real, so $P=0$ on the conductors. The mirror conditions hold because $\cot(\pi-\bar\zeta)=-\overline{\cot\zeta}$ has the same imaginary part as $\cot\zeta$. Near the contact centre $\zeta\simeq\pi z/(2aC)$, so $P\simeq y/[\pi(x^2+y^2)]$. Deep down $\cot\zeta\to-i$ and $P\to1/(2aC)$.

Apply Green's identity to $P$ and $\varphi$ in the cell above $W$, leaving out a small half-disc of radius $r$ at the origin:

$$-G\int P\,dA=\oint\left(P\,\partial_n\varphi-\varphi\,\partial_nP\right)dl .$$

On the half-disc, at polar angle $\alpha$, $\varphi\simeq F_c r\sin\alpha$ and $P\simeq\sin\alpha/(\pi r)$, with $F_c$ the field at the contact centre. The outward normal points to the origin, so the integrand is $-2F_c\sin^2\alpha/(\pi r)$. Integrating over $r\,d\alpha$ from 0 to $\pi$ gives $-F_c$. The walls, with $P=0$ and $\varphi=-\delta$, give $+\delta\int\partial_nP\,dl$. The contact and mirrors give nothing, and the plane $y=W$ gives only exponentially small terms. Therefore

$$F_c=G\int P\,dA+\delta\int_{\rm walls}\partial_nP\,dl .$$

For the first term we need $g(y)=\int_{-a}^{a}P\,dx$. On the wall $x=a$, $\cot\zeta$ is real and equals

$$R(y)=\sqrt{\frac{C^2}{\cosh^2(\pi y/2a)}-1},$$

and it is $-R$ on $x=-a$. On the mirror lines it is imaginary. The contour integral of $\cot\zeta$ around the rectangle between depth $y<d$ and a great depth vanishes. Its top-depth and bottom-depth sides and the two walls give, in imaginary part,

$$\mathrm{Im}\int_{-a}^{a}\cot\zeta\,dx=-2a-2\int_y^dR\,dy' .$$

Multiplying by $-1/(2aC)$,

$$g(y)=\frac1C+\frac{1}{aC}\int_y^dR(y')\,dy',$$

and $g=1/C$ for $y>d$. In the double integral over $0<y<y'<d$, doing $y$ first gives a factor $y'$. For the wall term, the Cauchy–Riemann relations give $\partial P/\partial x=R'(y)/(2aC)$ at $x=a$. With $R(d)=0$ and $R(0)=\sqrt{C^2-1}$, the two walls together give $-\sqrt{C^2-1}/(aC)=-(1/a)\tanh(\pi d/2a)$. The result is

$$F_c=\frac{GW}{C}+\frac{G}{aC}\int_0^d yR(y)\,dy-\frac{\delta}{a}\tanh\frac{\pi d}{2a}.$$

For $d\to0$, $C\to1$ and the plain field $GW$ returns. For deep walls $R\simeq C/\cosh(\pi y/2a)$ where the integrand matters. Since $\int_0^\infty u\,du/\cosh u=2K$, with $K$ Catalan's constant, the donor integral tends to $8KGa/\pi^2$. This residue does not depend on the bias. Deeper walls cannot remove it; a narrower opening or lower doping reduces it.

## Comparing diodes at equal voltage

Field lines that end on the walls do not run all the way up to the contact. A given $W$ then needs less voltage, so a JBS diode depletes deeper at the same $V$. Green's identity with $h$ in place of $P$ has no singular point. At $y=W$ it gives $-2aV$, because $\partial h/\partial y=1$ there. Of the total flux $2a$ of $h$, the contact receives the fraction

$$p_c=\frac1{2a}\int_{-a}^{a}\frac{\cos\theta\,dx}{\sqrt{C^2-\sin^2\theta}}=\frac2\pi\arcsin\frac1C,$$

and the walls receive the rest. With $\bar h$ the average of $h$ over $x$, the identity reads $-2aG\int_0^W\bar h\,dy=-2a\delta(1-p_c)-2aV$, or

$$V=G\int_0^W\bar h\,dy-\delta(1-p_c).$$

Below the walls $\bar h=y-\ell$. Between them, $\partial_y\eta=\partial_x\xi$ gives

$$\bar h'(y)=\frac{\xi(a,y)-\xi(-a,y)}{\pi}=\frac2\pi\arcsin\frac{\cosh(\pi y/2a)}{C}.$$

Integration by parts, with $\bar h(0)=0$, turns $\int_0^d\bar h\,dy$ into $I=\int_0^d(d-y)\bar h'\,dy$. Thus

$$V=G\left[\frac{(W-\ell)^2-(d-\ell)^2}{2}+I\right]-\delta(1-p_c),$$

$$W=\ell+\sqrt{(d-\ell)^2-2I+\frac{2}{G}\left[V+\delta(1-p_c)\right]} .$$

Differentiation gives $dV/dW=G(W-\ell)$, and hence $dF_c/dV=1/[C(W-\ell)]$. For the plain diode $dF_p/dV=1/W$. Shielding therefore reduces the response of the field to voltage as well as the field itself.

## Why the centre of a thin-wall cell is the worst case

In the half-cell $x>0$, $v=\partial\varphi/\partial x$ is harmonic because $G$ is uniform. It vanishes on the contact, on the mirror lines and at depth. On the wall $v\le0$, since $\varphi$ falls to its minimum $-\delta$ there. By the maximum principle $v\le0$ everywhere in the half-cell. As $v=0$ on the contact, $\partial v/\partial y=\partial F/\partial x\le0$: the contact field is largest at the centre.

Now widen the walls, keeping $a$, $d$ and $W$. Let $u_\varphi=\varphi_{\rm thin}-\varphi_{\rm wide}$ in the strip $|x|<a$. It is harmonic and zero on the conductors. The argument for $v\le0$ also holds with wide walls, because $v=0$ on their flat lower faces. On $x=a$, $y>d$, the thin-wall slope is zero and the wide-wall slope is $v\le0$, so the outward slope of $u_\varphi$ is not negative. At $y=W$ both potentials have zero slope along $y$, so the outward slope of $u_\varphi$ is zero there. At a negative boundary minimum the outward slope would have to be negative. Hence $u_\varphi\ge0$, and wide walls give the lower contact field. The statement is for equal $W$; at equal $V$, the two depths differ somewhat.

## From field to current

Let $E$ be the electron energy for motion along $y$, measured from the metal Fermi level, $\Phi$ the barrier height, and $D(E)$ the transmission. One isotropic mass $m$ is used for both the supply of electrons and the barrier. The current is

$$J=q\int\frac{2\,d^3k}{(2\pi)^3}\,v_y\,f\,D .$$

Here $v_y\,dk_y=dE/\hbar$ and $d^2k_\perp=(2\pi m/\hbar^2)\,dE_\perp$ after the angular integral. Integrating the Fermi function $f$ over $E_\perp$ gives $kT\ln(1+e^{-E/kT})$, so

$$J=\frac{AT}{k}\int D(E)\ln\left(1+e^{-E/kT}\right)dE,\qquad A=\frac{qmk^2}{2\pi^2\hbar^3}.$$

The return flow is negligible at large reverse bias. For a uniform field $F$ and $u=\Phi-E>0$, the WKB transmission is

$$\ln D=-\frac2\hbar\int_0^{u/qF}\sqrt{2m(u-qFy)}\,dy=-\beta u^{3/2},\qquad \beta=\frac{4\sqrt{2m}}{3\hbar qF}.$$

Well above the Fermi level the supply factor is $e^{-\Phi/kT}e^{u/kT}$. Going deeper below the barrier top gains electrons but costs transmission. The exponent $S=u/kT-\beta u^{3/2}$ peaks where $\frac32\beta\sqrt{u_0}=1/kT$:

$$u_0=\frac{(q\hbar F)^2}{8m(kT)^2}.$$

There $\beta u_0^{3/2}=\frac23u_0/kT$, so $S=u_0/3kT$, and $S''=-\frac34\beta u_0^{-1/2}=-1/(2kTu_0)$. The Gaussian integral is $\sqrt{4\pi kTu_0}=q\hbar F\sqrt{\pi/(2mkT)}$, and

$$J\simeq\frac{ATq\hbar F}{k}\sqrt{\frac{\pi}{2mkT}}\;\exp\left[-\frac{\Phi}{kT}+\frac{u_0}{3kT}\right].$$

This requires $kT\ll u_0<\Phi$, with the peak well above the Fermi level. The field enters the exponent as $F^2/T^3$. When this exponent is large in the plain diode, a shielding factor of two to three in field is therefore enough for orders of magnitude in current.

The image force adds $-q^2/(16\pi\varepsilon y)$ to the electron energy. The barrier energy $-qFy-q^2/(16\pi\varepsilon y)$ is highest where its two terms are equal, which lowers the top by $\Delta\Phi=\sqrt{q^3F/(4\pi\varepsilon)}$. The final currents below use the WKB action of this rounded barrier, with $D=1$ above its top, in the full energy integral.

## How large the effect is

Take round model parameters for a wide-gap semiconductor (silicon would break down well below the plain-diode field found here): relative permittivity 10, $N=10^{16}$ cm⁻³, $\Phi=1.2$ eV, $m=0.4\,m_e$, $\delta=2$ V, $a=d=1$ µm, $V=600$ V and $T=300$ K. Then $G=18.095$ V/µm² and

$$F_p=\sqrt{2(18.095)(600)}=147.4\ \text{V/µm}=1.474\ \text{MV/cm}.$$

For the grid, $C=\cosh(\pi/2)=2.509$. The depletion depth rises from 8.14 to 8.73 µm, so $GW=1.580$ MV/cm, and

$$F_c=\frac{1.580}{2.509}+0.0415-0.0183=0.653\ \text{MV/cm}.$$

A finite-difference solution of the Poisson problem gives the same field to three digits and recovers 600 V. With p walls 1 µm wide, at the same opening and $W$, it gives 0.544 MV/cm. For deep walls the donor part would rise from 0.04 to 0.134 MV/cm, while $GW/C$ would vanish.

The saddle lies at $u_0=0.774$ eV in the plain diode and 0.152 eV in the JBS diode. With $kT=0.02585$ eV, the field-dependent exponents are

$$\frac{0.774}{3(0.02585)}=9.98,\qquad\frac{0.152}{3(0.02585)}=1.96 .$$

Their difference contributes $e^{8.02}\approx3000$, and the prefactor contributes $1.474/0.653=2.26$. The predicted reduction is about 6900. The full integral for the triangular barrier gives $1.223\times10^{-8}/1.793\times10^{-12}\approx6800$.

With the image force, the plain diode carries $3.8\times10^{-8}$ A/cm² and the centre of the JBS contact $9.5\times10^{-12}$ A/cm², a reduction of about 4000. Averaged over the opening, the JBS current density is $3.8\times10^{-12}$ A/cm², and the reduction is about $10^4$. The average uses the local field at each point and counts no emission where the field is reversed near the walls.

Image lowering without tunnelling cannot explain this. The lowering is 0.146 eV in one diode and 0.097 eV in the other, which accounts for a factor of 6.6. The remaining factor, $4036/6.58\approx610$, comes from tunnelling.

The uniform-field barrier is justified here. The tunnelling length $u_0/(qF)$ is 5.3 nm in the plain diode and 2.3 nm in the JBS diode, far below $a$. The absolute currents are uncertain: WKB sets the transmission prefactor to one, and the exponential dependence on $\Phi$ magnifies any error in the barrier. The barrier height largely cancels from the reduction factor while the emission peak stays above the Fermi level, but the mass does not. Since $u_0\propto1/m$, the exponent difference 8.0 becomes 9.7 for $m=0.33\,m_e$ and 6.4 for $m=0.5\,m_e$, which moves the reduction by about a factor of five either way. The plain diode also tunnels 0.77 eV deep in the gap, where a parabolic band overestimates the decay constant. The reduction factors quoted here therefore hold for this mass and a parabolic band; for a real crystal the mass along the field direction must be used.

## Voltage and temperature

From 200 to 600 V the plain current grows from $4.4\times10^{-11}$ to $3.8\times10^{-8}$ A/cm², a factor of nearly 900. The JBS centre current grows from $1.7\times10^{-12}$ to $9.5\times10^{-12}$ A/cm², a factor of 5.5. Two effects multiply. First, with $\ell=0.586$ µm, the field slopes at 600 V are $1/8.14$ µm⁻¹ and $1/[2.509(8.73-0.586)]=1/20.4$ µm⁻¹. Second, the saddle-point law gives

$$\frac{d\ln J}{dF}=\frac1F\left(1+\frac{2u_0}{3kT}\right),$$

which is 0.142 µm/V for the plain diode and 0.075 µm/V for the JBS diode. The products correspond to one factor of $e$ in current per 57 V and per 270 V. These are triangular-barrier estimates; with the image force the values at 600 V are about 60 V and 280 V. A much flatter reverse characteristic than that of the plain diode is thus what shielding predicts here, as long as contact emission dominates.

At 450 K the reduction at the centre is only 23. In the saddle-point law the exponent difference scales as $T^{-3}$ and falls from 8.0 to $8.0/1.5^3=2.4$. This is only a guide at 450 K, where $u_0$ in the JBS diode is no longer much larger than $kT$; the factor 23 comes from the full integral. Heating supplies electrons near the barrier top, where a thinner barrier matters less. The currents themselves rise to $2.7\times10^{-4}$ and $1.2\times10^{-5}$ A/cm². A room-temperature leakage ratio should not be carried over to a hot device.

## What to do about it

At $d=1$ µm and 600 V, the opening has the following effect:

| Opening $2a$ (µm) | Centre field (MV/cm) | Reduction at centre |
|---|---|---|
| 4 | 1.172 | 40 |
| 2 | 0.653 | 4000 |
| 1 | 0.149 | 140 000 |

Removing the contact field gains only a limited factor. At zero field, thermionic emission still gives $3.0\times10^{-14}$ A/cm², so shielding the contact completely would reduce the plain current by $3.83\times10^{-8}/3.0\times10^{-14}\approx1.3\times10^6$. A further reduction needs a higher barrier, a lower temperature, or walls so close and deep that the channel potential falls below that of the contact and adds to the barrier. In a very deep channel the potential far from both ends is $Ga^2/2-\delta$, which is negative here for $a<0.47$ µm, although the contact field reverses only below $a=0.39$ µm.

Narrowing the opening also costs forward conduction. At forward bias $V_F$ the neutral channel lies $\delta+V_{bi}-V_F$ above the walls, where $V_{bi}$ is the built-in voltage of the Schottky contact. A one-dimensional estimate of the depletion beside each wall is

$$w=\sqrt{\frac{2(\delta+V_{bi}-V_F)}{G}} .$$

Even at $V_F=V_{bi}$ this is $\sqrt{4/18.095}=0.47$ µm. The 1 µm opening, with $a=0.5$ µm, would then be almost closed, whereas the 2 µm opening keeps about half its width. If the opening cannot shrink, deeper walls lower $GW/C$ until the donor residue dominates. They also lengthen the channel that carries forward current.

Three checks help to decide whether a real diode is in this regime. At fixed $a$, $d$ and wall width, its reverse current should scale with the open contact area, not with the perimeter of the device. The voltage dependence should weaken as $d/a$ grows, as long as the contact field stays well above zero. Close to zero field the image lowering, which goes as $\sqrt F$, responds more strongly to the field, and once the channel adds a barrier of its own the reverse voltage also lowers that barrier; the dependence can then steepen again. The current should rise with temperature as barrier emission does. If narrower openings do not help, another path, such as defects or the p–n junction, may dominate. Finally, a low contact field does not imply a high breakdown voltage: the field lines removed from the metal end on the walls and crowd at their lower ends. Thin walls make that field singular in this model, so breakdown must be calculated with the real, rounded shape. The numerical output below lists the main values used here.

## Numbers as computed

```
relative permittivity 10, donors 1e+16 cm^-3
barrier 1.2 eV, mass 0.4 m_e, T 300 K
half-opening a 1.0 um, wall depth d 1.0 um, offset 2.0 V
band bending V 600 V
G = qN/permittivity: 18.095 V/um^2
Richardson constant: 48.07 A/cm^2/K^2
thermal energy kT: 0.02585 eV
C = cosh(pi d/2a): 2.5092
depletion depth, plain: 8.143 um; JBS: 8.730 um
G W in JBS diode: 1.5796 MV/cm
contact field, plain diode: 1.4736 MV/cm
JBS part G W/C: 0.6295 MV/cm
JBS part from channel donors: 0.0415 MV/cm
JBS part from wall offset: -0.0183 MV/cm
JBS centre field, formula: 0.6527 MV/cm
JBS centre field, finite differences: 0.6526 MV/cm
band bending, finite differences: 600.00 V
deep-wall limit of donor part: 0.1343 MV/cm
centre field, p walls 1 um wide, same W: 0.5436 MV/cm
saddle depth u0, plain: 0.7737 eV; JBS: 0.1518 eV
tunnel length u0/(qF), plain: 5.25 nm; JBS: 2.33 nm
triangular barrier J, plain: 1.223e-08; JBS: 1.793e-12 A/cm^2
saddle-point J, plain: 1.250e-08; JBS: 1.823e-12 A/cm^2
image lowering, plain: 0.1457 eV; JBS: 0.0969 eV
with image force J, plain: 3.828e-08 A/cm^2
with image force J, JBS centre: 9.487e-12 A/cm^2
with image force J, JBS contact mean: 3.800e-12 A/cm^2
reduction, plain/JBS centre: 4.036e+03
reduction, plain/JBS mean: 1.007e+04
reduction from image lowering without tunnelling: 6.58
zero-field thermionic J: 2.999e-14 A/cm^2
V 200 V: fields plain 0.851, JBS 0.404 MV/cm; J 4.37e-11, 1.73e-12 A/cm^2
V 400 V: fields plain 1.203, JBS 0.545 MV/cm; J 1.34e-09, 4.46e-12 A/cm^2
V 600 V: fields plain 1.474, JBS 0.653 MV/cm; J 3.83e-08, 9.49e-12 A/cm^2
opening 1 um at 600 V: centre field 0.149 MV/cm, reduction 1.40e+05
opening 2 um at 600 V: centre field 0.653 MV/cm, reduction 4.04e+03
opening 4 um at 600 V: centre field 1.172 MV/cm, reduction 4.02e+01
450 K: J plain 2.714e-04, JBS centre 1.182e-05 A/cm^2, reduction 2.30e+01
```
